# Third Zemach moment and the (Zα)^5 nuclear-size shift of S levels: verification in Python

```python
# Result under test (hbar=c=1): finite-size shift of an nS level, lepton reduced mass m,
# static spherical nuclear charge density rho (norm 1), form factor G(q):
#   dE = (2/3)(Za)^4 m^3 <r^2>/n^3 - (Za)^5 m^4 <r^3>_(2)/(3 n^3) + higher order
#   <r^3>_(2) = int int rho(r) rho(s)|r-s|^3 = (48/pi) int dq q^-4 [G^2-1+q^2<r^2>/3]
# The (Za)^5 term = first-order cusp part (-2<r^3>) + second-order part (-(<r^3>_(2)-2<r^3>)),
# in units (Za)^5 m^4/(3 n^3). dV = V_extended - V_point, p(r)=4 pi r^2 rho, x = Za*m*R.
# Coulomb units: length 1/(Za m), energy (Za)^2 m.
import numpy as np, sympy as sp, mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
mp.mp.dps = 70
pi = np.pi
def close(a, b, tol): return abs(a - b) <= tol*abs(b)

# radial Laplacians
r_ = sp.symbols('r', positive=True)
lap = lambda f: sp.simplify(sp.diff(r_*f, r_, 2)/r_)
assert lap(r_**2) == 6 and lap(r_**3) == 12*r_ and lap(lap(r_**3)) == 24/r_

# angular average of |r-s|^3 for s<r
kernel = lambda r, s: r**3 + 2*r*s**2 + s**4/(5*r)
for r, s in [(1.0, 0.3), (2.0, 1.9)]:
    ang = 0.5*quad(lambda c: (r*r + s*s - 2*r*s*c)**1.5, -1, 1, epsabs=1e-12)[0]
    assert close(ang, kernel(r, s), 1e-9)

t80, w80 = np.polynomial.legendre.leggauss(80)
def gl(a, b):
    a, b = np.broadcast_arrays(np.asarray(a, float), np.asarray(b, float))
    h = (b - a)[..., None]/2
    return a[..., None] + h*(t80 + 1), h*w80

# momentum panels on [0,Q]; pure powers beyond Q are added analytically
Q = 60
t12, w12 = np.polynomial.legendre.leggauss(12)
qn = [mp.mpf(k + (t + 1)/2) for k in range(Q) for t in t12]
qw = [mp.mpf(w/2) for k in range(Q) for w in w12]
def qint(vals, c0, c2):   # int vals/q^4, where vals -> c0 + c2 q^2 at large q
    return float(sum(w*v/q**4 for q, w, v in zip(qn, qw, vals))) + c0/(3*Q**3) + c2/Q
shell = qint([mp.sin(q)/q - 1 + q*q/6 for q in qn], -1, 1/6)
assert close(shell, pi/48, 1e-6)

# three shapes with <r^2>=1
Rs, Lam, Rm = np.sqrt(5/3), np.sqrt(12.), mp.sqrt(mp.mpf(5)/3)
shapes = {
 'sphere': (lambda s: 3*s*s/Rs**3, Rs,
            lambda q: 3*(mp.sin(q*Rm) - q*Rm*mp.cos(q*Rm))/(q*Rm)**3),
 'gauss': (lambda s: 4*pi*s*s*(1.5/pi)**1.5*np.exp(-1.5*s*s), 6.0, lambda q: mp.exp(-q*q/6)),
 'expon': (lambda s: Lam**3/2*s*s*np.exp(-Lam*s), 14.0, lambda q: (1 + q*q/12)**-2)}
mom = {}
for name, (p, rmax, G) in shapes.items():
    r, wr = gl(0, rmax)
    assert close(np.sum(wr*p(r)), 1, 1e-10) and close(np.sum(wr*p(r)*r*r), 1, 1e-10)
    assert close(np.sum(wr*p(r)*np.sin(1.7*r)/(1.7*r)), float(G(mp.mpf(1.7))), 1e-10)
    r3 = np.sum(wr*p(r)*r**3)
    s, ws = gl(0, r)
    r32 = 2*np.sum(wr*p(r)*np.sum(ws*p(s)*kernel(r[:, None], s), -1))
    def r_dV(y):          # y*dV(y) for Za=1, from the charge outside y
        u, wu = gl(y, rmax)
        return np.sum(wu*p(u)*(1 - y[..., None]/u), -1)
    assert close(4*pi*np.sum(wr*r*r_dV(r)), 2*pi/3, 1e-9)
    cusp = 4*pi*np.sum(wr*r*r*r_dV(r))
    assert close(cusp, pi/3*r3, 1e-9)
    double = 2*(4*pi)**2*np.sum(wr*r_dV(r)*np.sum(ws*s*r_dV(s), -1))  # dV dV/|r-s|
    assert close(double, (4*pi)**2/24*(r32 - 2*r3), 1e-8)
    Gv = [G(q) for q in qn]
    I2 = qint([(1 - g)**2 for g in Gv], 1, 0)
    I1 = qint([2*g - 2 + q*q/3 for g, q in zip(Gv, qn)], -2, 1/3)
    If = qint([g*g - 1 + q*q/3 for g, q in zip(Gv, qn)], -1, 1/3)
    assert close(16*I2, double/(2*pi), 1e-7)
    assert close(16*I1, 2*cusp, 1e-7)
    assert close(48/pi*If, r32, 1e-7)
    mom[name] = (r3, r32, If)

def secant(f, a):
    b = a*mp.mpf('0.9'); fa, fb = f(a), f(b)
    for _ in range(60):
        a, fa, b = b, fb, b - fb*(b - a)/(fb - fa)
        if abs(b - a) < 1e-32*abs(b): return b
        fb = f(b)
    raise RuntimeError('no convergence')

def schrod_shift(n, l, R):   # exact shift, uniform sphere radius R, Coulomb units
    R = mp.mpf(R)
    def f(d):
        nu = n + d
        A, B = (1/nu**2 - 3/R)*R*R, R
        c = {-2: mp.mpf(0), 0: mp.mpf(1)}
        for k in range(2, 90, 2):
            c[k] = (A*c[k-2] + B*c.get(k-4, 0))/(k*(k + 2*l + 1))
        Lin = l + 1 + sum(k*v for k, v in c.items())/sum(c.values())
        z, a, b = 2*R/nu, l + 1 - nu, 2*l + 2
        U, dU = mp.hyperu(a, b, z), -a*mp.hyperu(a + 1, b + 1, z)
        return Lin*U - ((l + 1 - z/2)*U + z*dU)
    d = secant(f, R**(2*l + 2)*mp.mpf('0.4')/100**l)
    return 1/(2*mp.mpf(n)**2) - 1/(2*(n + d)**2)

def first_order(n, R):       # <nS|dV|nS> by quadrature, Coulomb units
    R = mp.mpf(R)
    rad = lambda r: 2/mp.mpf(n)**2.5*mp.laguerre(n - 1, 1, 2*r/n)*mp.exp(-r/n)
    return mp.quad(lambda r: rad(r)**2*(r - r*r*(3 - r*r/R**2)/(2*R)), [0, R])

def dirac_shift(n, za, R):   # exact nS1/2 shift, static sphere, units m=1
    za, R = mp.mpf(za), mp.mpf(R)
    g = mp.sqrt(1 - za*za)
    en = lambda d: (g + n - 1 + d)/mp.sqrt((g + n - 1 + d)**2 + za*za)
    def f(d):
        nu = g + n - 1 + d
        E, lam = en(d), za/mp.sqrt(nu*nu + za*za)
        V0, V2 = -3*za/(2*R), za/(2*R)
        P, F = {1: mp.mpf(1)}, {}
        for k in range(2, 120, 2):
            F[k] = R*(-(E - 1 - V0)*P[k-1] + V2*P.get(k-3, 0))/(k + 1)
            P[k+1] = R*((E + 1 - V0)*F[k] - V2*F.get(k-2, 0))/k
        z, a, b = 2*lam*R, g - nu, 2*g + 1
        f2 = mp.hyperu(a, b, z)
        f1 = a*(f2 - z*mp.hyperu(a + 1, b + 1, z))/(za/lam + 1)
        return sum(P.values())*mp.sqrt(1 - E)*(f1 - f2) - sum(F.values())*mp.sqrt(1 + E)*(f1 + f2)
    return en(secant(f, mp.mpf('0.4')*(za*R)**2)) - en(0)

c3, c32 = mom['sphere'][0]/Rs**3, mom['sphere'][1]/Rs**3   # moments in units R^3
assert close(c32, 32/21, 1e-10)
c32x = mp.mpf(32)/21
print('sphere: <r^3>/R^3 = %.6f, <r^3>_(2)/R^3 = %.6f' % (c3, c32))
print('int [j0(q)-1+q^2/6]/q^4 dq = %.8f, pi/48 = %.8f' % (shell, pi/48))
x = mp.mpf('1e-6')
for n in (1, 2, 3):
    ex, e1, lead = schrod_shift(n, 0, x), first_order(n, x), 2*x*x/(5*n**3)
    u = x**3/(3*n**3)
    tot, cu, se = (ex - lead)/u, (e1 - lead)/u, (ex - e1)/u
    assert close(tot, -c32, 1e-4) and close(cu, -2*c3, 1e-4) and close(se, -(c32 - 2*c3), 1e-4)
    print('x=1e-6 n=%d coefficients of x^3/(3n^3): cusp %.5f second %.5f total %.5f' % (n, cu, se, tot))
res = lambda y: (schrod_shift(1, 0, y) - 2*y*y/5 + c32x*y**3/3)/(2*y**4/5)
logc = (res(10*x) - res(x))/mp.log(10)
assert close(logc, 0.4, 5e-3)
print('coefficient of x^2 ln x in relative remainder = %.4f (2<r^2>/3R^2 = %.4f)' % (logc, 2*0.6/3))
slope = mp.log10(schrod_shift(2, 1, '1e-3')/schrod_shift(2, 1, '1e-4'))
assert abs(slope - 4) < 0.01
print('2P shift power of x = %.4f' % slope)
za = mp.mpf('1e-7')
for n, mR in [(1, '0.02'), (1, '1'), (1, '5'), (2, '1')]:
    mR = mp.mpf(mR)
    co = (dirac_shift(n, za, mR) - 2*za**4*mR**2/(5*n**3))/(za**5*mR**3/(3*n**3))
    assert close(co, -c32, 1e-3)   # remainder ~ Za ln(Za)/(mR)
    print('Dirac Za=1e-7 n=%d mR=%g coefficient %.5f' % (n, mR, co))

# worked example: muonic 19F
pc = sc.physical_constants
hbarc = sc.hbar*sc.c/sc.e*1e9
mmu = pc['muon mass energy equivalent in MeV'][0]
me = pc['electron mass energy equivalent in MeV'][0]
Z, rms = 9, 2.9
M = 19*pc['atomic mass constant energy equivalent in MeV'][0]
Za = Z*sc.alpha; m = mmu*M/(mmu + M); kap = Za*m/hbarc; R = Rs*rms; Ec = Za**2*m*1e6
print('Z = %d, Za = %.6f, (Za)^2 = %.6f' % (Z, Za, Za**2))
print('r_rms = %.1f fm (rough), M = 19 u (rough) = %.0f MeV' % (rms, M))
print('hbar c = %.4f MeV fm, m_mu = %.4f MeV, m_r = %.4f MeV' % (hbarc, mmu, m))
print('kappa = %.6f 1/fm, Bohr radius = %.3f fm' % (kap, 1/kap))
print('R = %.4f fm, x = kappa R = %.5f, m_r R = %.4f' % (R, kap*R, m*R/hbarc))
print('(Za)^2 m_r = %.1f eV, point 1S binding = %.1f eV' % (Ec, Ec/2))
print('<r^2> = %.2f fm^2' % rms**2)
for name, (r3, r32, If) in mom.items():
    print('%s: <r^3>_(2)/rms^3 = %.5f, <r^3> = %.3f fm^3, <r^3>_(2) = %.3f fm^3'
          % (name, r32, r3*rms**3, r32*rms**3))
    print('%s: q-integral = %.4f fm^3, Friar 1S = %.2f eV'
          % (name, If*rms**3, -Ec*(kap*rms)**3*r32/3))
xx = kap*R
for n in (1, 2):
    lead = Ec*0.4*xx**2/n**3; u = Ec*xx**3/(3*n**3); fr = -c32*u
    ex = Ec*float(schrod_shift(n, 0, xx)); e1 = Ec*float(first_order(n, xx))
    di = m*1e6*float(dirac_shift(n, Za, m*R/hbarc))
    assert abs(ex - lead - fr) < 0.3*abs(ex - lead)
    print('%dS leading = %.2f eV, cusp = %.2f eV, second = %.2f eV' % (n, lead, -2*c3*u, -(c32 - 2*c3)*u))
    print('%dS Friar = %.2f eV, leading+Friar = %.2f eV, ratio = %.4f' % (n, fr, lead + fr, fr/lead))
    print('%dS full first order = %.2f eV, exact Schroedinger = %.2f eV' % (n, e1, ex))
    print('%dS exact-leading = %.2f eV, exact-leading-Friar = %.2f eV' % (n, ex - lead, ex - lead - fr))
    print('%dS static Dirac (mass m_r) = %.2f eV, Dirac/Schroedinger-1 = %.4f' % (n, di, di/ex - 1))
print('2P exact Schroedinger shift = %.4f eV' % (Ec*float(schrod_shift(2, 1, xx))))
mer = me*M/(me + M); xe = Za*mer*R/hbarc
print('electronic F8+: x = %.4e, 1S leading = %.4e eV' % (xe, Za**2*mer*1e6*0.4*xe**2))
print('electronic F8+: Friar/leading = %.4e' % (-c32*xe/1.2))
print('success')
```

Printed output:

```
sphere: <r^3>/R^3 = 0.500000, <r^3>_(2)/R^3 = 1.523810
int [j0(q)-1+q^2/6]/q^4 dq = 0.06544985, pi/48 = 0.06544985
x=1e-6 n=1 coefficients of x^3/(3n^3): cusp -1.00000 second -0.52382 total -1.52382
x=1e-6 n=2 coefficients of x^3/(3n^3): cusp -1.00000 second -0.52382 total -1.52382
x=1e-6 n=3 coefficients of x^3/(3n^3): cusp -1.00000 second -0.52382 total -1.52382
coefficient of x^2 ln x in relative remainder = 0.4000 (2<r^2>/3R^2 = 0.4000)
2P shift power of x = 3.9997
Dirac Za=1e-7 n=1 mR=0.02 coefficient -1.52368
Dirac Za=1e-7 n=1 mR=1 coefficient -1.52381
Dirac Za=1e-7 n=1 mR=5 coefficient -1.52381
Dirac Za=1e-7 n=2 mR=1 coefficient -1.52381
Z = 9, Za = 0.065676, (Za)^2 = 0.004313
r_rms = 2.9 fm (rough), M = 19 u (rough) = 17698 MeV
hbar c = 197.3270 MeV fm, m_mu = 105.6584 MeV, m_r = 105.0313 MeV
kappa = 0.034957 1/fm, Bohr radius = 28.606 fm
R = 3.7439 fm, x = kappa R = 0.13088, m_r R = 1.9928
(Za)^2 m_r = 453038.0 eV, point 1S binding = 226519.0 eV
<r^2> = 8.41 fm^2
sphere: <r^3>_(2)/rms^3 = 3.27872, <r^3> = 26.238 fm^3, <r^3>_(2) = 79.965 fm^3
sphere: q-integral = 5.2337 fm^3, Friar 1S = -515.86 eV
gauss: <r^3>_(2)/rms^3 = 3.47451, <r^3> = 29.960 fm^3, <r^3>_(2) = 84.740 fm^3
gauss: q-integral = 5.5462 fm^3, Friar 1S = -546.67 eV
expon: <r^3>_(2)/rms^3 = 3.78886, <r^3> = 35.202 fm^3, <r^3>_(2) = 92.407 fm^3
expon: q-integral = 6.0480 fm^3, Friar 1S = -596.12 eV
1S leading = 3103.99 eV, cusp = -338.53 eV, second = -177.33 eV
1S Friar = -515.86 eV, leading+Friar = 2588.13 eV, ratio = -0.1662
1S full first order = 2787.13 eV, exact Schroedinger = 2588.48 eV
1S exact-leading = -515.51 eV, exact-leading-Friar = 0.35 eV
1S static Dirac (mass m_r) = 2619.02 eV, Dirac/Schroedinger-1 = 0.0118
2S leading = 388.00 eV, cusp = -42.32 eV, second = -22.17 eV
2S Friar = -64.48 eV, leading+Friar = 323.52 eV, ratio = -0.1662
2S full first order = 348.08 eV, exact Schroedinger = 324.80 eV
2S exact-leading = -63.20 eV, exact-leading-Friar = 1.28 eV
2S static Dirac (mass m_r) = 329.82 eV, Dirac/Schroedinger-1 = 0.0155
2P exact Schroedinger shift = 0.1090 eV
electronic F8+: x = 6.3672e-04, 1S leading = 3.5743e-04 eV
electronic F8+: Friar/leading = -8.0854e-04
success
```
